\section*{Depolarization energy of a ferroelectric film with a tilted polar axis}

\section{Problem}

Two ferroelectric films have the same thickness $t$, the same magnitude $P_s$ of spontaneous polarization and the same isotropic background permittivity $\varepsilon_b$. In the first film the polar axis lies along the film normal. In the second it is tilted from the normal by $54.7^\circ$, the angle between a cube edge and the body diagonal. Both films are uniformly polarized, very wide compared with their thickness, and in open circuit: they carry no free charge, have no electrodes and feel no applied field. By what factor does the tilt change the depolarization energy?

The polarization $\mathbf P_s$ is rigid: neither its magnitude nor its direction responds to the field. All other dielectric response of the film is linear and is described by $\varepsilon_b$. The depolarization energy is the energy of the electric field plus the energy stored in this background response, measured from the same film with its field fully screened. Crystal anisotropy, elastic energy and domain walls are not part of it. SI units are used, $\theta$ is the tilt angle, and $\hat{\mathbf n}$ is the unit normal, along $z$.

\section{A tempting solution}

The rigid polarization puts bound charge of density $\pm P_s\cos\theta$ on the faces. This is what "face charge" means below; the charge induced in the background is accounted for by $\varepsilon_b$. The field is proportional to the face charge, so
\begin{equation}
E(\theta)=\frac{P_s\cos\theta}{\varepsilon_0\varepsilon_b}.
\end{equation}
A polarization in its own field has the energy density $\tfrac12 PE$, and both films have the same $P_s$. Therefore
\begin{equation}
u(\theta)\overset{?}{=}\frac12P_sE(\theta)=\frac{P_s^2\cos\theta}{2\varepsilon_0\varepsilon_b},
\qquad
\frac{u(\theta)}{u(0)}\overset{?}{=}\cos\theta=\frac1{\sqrt3}\approx0.577 .
\end{equation}

The field is right; the energy is not. A symmetry argument shows that something is wrong. Reversing $\mathbf P_s$ takes $\theta$ to $\pi-\theta$ and reverses every field, which cannot change the energy. The expression above changes sign. Replacing $\cos\theta$ by $|\cos\theta|$ would repair the sign but leave an energy linear in the size of the face charge, whereas in a linear medium the field is proportional to the charge and the energy to its square.

The fault is the product of magnitudes. The energy contains the scalar product $\mathbf P_s\cdot\mathbf E$, and in the tilted film the two vectors are not antiparallel: the field lies along the normal and the polarization does not. The product brings a second cosine.

\section{The right solution}

\subsection{The field}

Divide the polarization into the rigid part $\mathbf P_s$ and the part $\mathbf p=\varepsilon_0(\varepsilon_b-1)\mathbf E$ induced in the background. The displacement is
\begin{equation}
\mathbf D=\varepsilon_0\mathbf E+\mathbf p+\mathbf P_s
=\varepsilon_0\varepsilon_b\mathbf E+\mathbf P_s .
\label{eq:D}
\end{equation}

In a film of unlimited width nothing depends on $x$ or $y$. Then $\nabla\times\mathbf E=0$ reduces to
\begin{equation}
\frac{dE_x}{dz}=\frac{dE_y}{dz}=0 ,
\end{equation}
so the tangential field has one value throughout space, inside the film and outside. Far away it equals the applied field, which is zero. The tangential polarization $P_s\sin\theta$ therefore produces no field. Its bound charge sits at the side edges, which have been moved to infinity.

With no free charge, $\nabla\cdot\mathbf D=0$ reduces to $dD_z/dz=0$. Outside the film $D_z=\varepsilon_0E_z$, and this vanishes because the two faces carry opposite bound charges whose outer fields cancel. Hence $D_z=0$ inside as well, and the normal component of \eqref{eq:D} gives
\begin{equation}
0=\varepsilon_0\varepsilon_bE_n+P_s\cos\theta
\quad\Longrightarrow\quad
E_n=-\frac{P_s\cos\theta}{\varepsilon_0\varepsilon_b}.
\label{eq:En}
\end{equation}
The minus sign says that the field opposes the normal component of the polarization.

\subsection{The energy}

Let the rigid polarization grow from zero to $\mathbf P_s$ in a fixed direction. To move a charge $q$ through $\delta\mathbf r$ against the force $q\mathbf E$, an outside agent does the work $-q\mathbf E\cdot\delta\mathbf r$. Summed over the charges in unit volume, $\sum q\,\delta\mathbf r=d\mathbf P$, so
\begin{equation}
dw=-\mathbf E\cdot d\mathbf P .
\label{eq:work}
\end{equation}
The background follows in equilibrium, and what it stores is paid for by this same work. At an intermediate magnitude $P$, the field is \eqref{eq:En} with $P$ in place of $P_s$, and the normal component of $d\mathbf P$ is $\cos\theta\,dP$. Thus
\begin{align}
u(\theta)&=\int_0^{P_s}\frac{P\cos\theta}{\varepsilon_0\varepsilon_b}\,\cos\theta\,dP
=\frac{P_s^2\cos^2\theta}{2\varepsilon_0\varepsilon_b}.
\label{eq:u}
\end{align}
One cosine comes from the face charge, the other from the projection of the displacement on the field. Since $E_n^2=P_s^2\cos^2\theta/(\varepsilon_0\varepsilon_b)^2$, the result also equals $\tfrac12\varepsilon_0\varepsilon_bE_n^2$, the energy density of a charged capacitor with the same field.

\subsection{The angle}

The body diagonal of a cube has the unit vector $(1,1,1)/\sqrt3$. Its scalar product with a unit vector along any edge is $1/\sqrt3$. Therefore
\begin{equation}
\cos^2\theta=\frac13,\qquad \theta=\arccos\frac1{\sqrt3}=54.7356^\circ,
\qquad
\boxed{\frac{u(\theta)}{u(0)}=\frac13 } .
\end{equation}
The rounded angle $54.7^\circ$ gives $0.33392$, which is $0.2\%$ above one third.

The two limits of \eqref{eq:u} are as they should be. At $\theta=0$ the full polarization ends on the faces. At $\theta=90^\circ$ no charge appears there, and the energy density of the infinitely wide film vanishes.

The comparison is made at fixed $P_s$. If two films were instead chosen to have the same normal component $P_n=P_s\cos\theta$, their depolarization energies would be equal, because \eqref{eq:u} depends on polarization through $P_n$ alone. Between electrodes that screen the film completely, the measured polarization is this normal component, so the distinction matters when data are put into the formula.

\section{Where isotropy is needed}

Let the background have a symmetric, positive susceptibility tensor $\boldsymbol\chi$, with $\mathbf p=\varepsilon_0\boldsymbol\chi\mathbf E$. The energy can now be found by a different route, minimization over $\mathbf p$. The open-circuit field is $E_n=-(P_n+p_n)/\varepsilon_0$, and a background polarization $\mathbf p$ costs $\mathbf p\cdot\boldsymbol\chi^{-1}\mathbf p/(2\varepsilon_0)$, so
\begin{equation}
w(\mathbf p)=\frac{(P_n+p_n)^2}{2\varepsilon_0}
+\frac{\mathbf p\cdot\boldsymbol\chi^{-1}\mathbf p}{2\varepsilon_0}.
\end{equation}
Setting the gradient with respect to $\mathbf p$ to zero gives
\begin{equation}
(P_n+p_n)\hat{\mathbf n}+\boldsymbol\chi^{-1}\mathbf p=0
\quad\Longrightarrow\quad
\mathbf p=-(P_n+p_n)\,\boldsymbol\chi\hat{\mathbf n}.
\end{equation}
Take the normal component and write $\chi_{nn}=\hat{\mathbf n}\cdot\boldsymbol\chi\hat{\mathbf n}$:
\begin{equation}
p_n=-\chi_{nn}(P_n+p_n)
\quad\Longrightarrow\quad
P_n+p_n=\frac{P_n}{1+\chi_{nn}} .
\end{equation}
The stored term contains $\mathbf p\cdot\boldsymbol\chi^{-1}\mathbf p=(P_n+p_n)^2\chi_{nn}$. The minimum is therefore
\begin{equation}
w_{\min}=\frac{(P_n+p_n)^2(1+\chi_{nn})}{2\varepsilon_0}
=\frac{P_n^2}{2\varepsilon_0\varepsilon_{nn}},
\qquad \varepsilon_{nn}=1+\chi_{nn}.
\end{equation}
For an isotropic background this is \eqref{eq:u} again. A numerical minimization with $\varepsilon_b=30$ in both films gave the energy ratio $0.333333$.

If the background is uniaxial about the polar axis, with permittivity $\varepsilon_\parallel$ along it and $\varepsilon_\perp$ across it, then
\begin{equation}
\varepsilon_{nn}=\varepsilon_\parallel\cos^2\theta+\varepsilon_\perp\sin^2\theta .
\end{equation}
In the normal-axis film $\varepsilon_{nn}=\varepsilon_\parallel$. At $\cos^2\theta=1/3$ the ratio becomes
\begin{equation}
\frac{u(\theta)}{u(0)}
=\frac{\cos^2\theta\,\varepsilon_\parallel}{\varepsilon_{nn}}
=\frac{\varepsilon_\parallel/3}{(\varepsilon_\parallel+2\varepsilon_\perp)/3}
=\frac{\varepsilon_\parallel}{\varepsilon_\parallel+2\varepsilon_\perp}.
\end{equation}
This equals one third when $\varepsilon_\parallel=\varepsilon_\perp$ and not otherwise. With trial values $\varepsilon_\parallel=25$, $\varepsilon_\perp=35$ it is $0.263$; with the two exchanged it is $0.412$. These lie $21\%$ below and $24\%$ above one third.

\section{Where great width is needed}

The tangential polarization was dismissed because its charge lies at distant edges. How distant must they be? A strip of elliptical cross-section, infinitely long in $y$, has a closed answer. Let its half-axes be $a=L/2$ along $x$ and $b=t/2$ along $z$, with $L>t$, and let $\mathbf P$ be a uniform total polarization in the $xz$ plane.

A point on the boundary is $(a\cos\varphi,\,b\sin\varphi)$. The bound charge on an element of it is
\begin{equation}
\sigma\,dl=(P_xb\cos\varphi+P_za\sin\varphi)\,d\varphi .
\end{equation}
Write positions as complex numbers $w=x+iz$. A line charge $\lambda$ at $w'$ produces at $w_0$ the field $E_x-iE_z=\lambda/[2\pi\varepsilon_0(w_0-w')]$. With $\zeta=e^{i\varphi}$, the boundary is $w'=\alpha\zeta+\beta/\zeta$, where $\alpha=(a+b)/2$ and $\beta=(a-b)/2$. The charge becomes $(s_+\zeta+s_-/\zeta)\,d\varphi$, with $s_\pm=(P_xb\mp iP_za)/2$. Using $d\varphi=d\zeta/(i\zeta)$,
\begin{equation}
E_x-iE_z=-\frac{1}{2\pi i\,\varepsilon_0}\oint_{|\zeta|=1}
\frac{s_+\zeta+s_-/\zeta}{\alpha\zeta^2-w_0\zeta+\beta}\,d\zeta .
\end{equation}
The denominator vanishes where $\alpha\zeta+\beta/\zeta=w_0$. A root with $|\zeta|=\rho\ge1$ would place $w_0$ on an ellipse with half-axes $\alpha\rho+\beta/\rho\ge a$ and $\alpha\rho-\beta/\rho\ge b$, that is, on the boundary or outside it. For an interior point both roots thus lie inside the unit circle, as does the pole at $\zeta=0$. The contour can be widened to a very large circle, on which the integrand tends to $s_+/(\alpha\zeta)$ and the integral is $2\pi i\,s_+/\alpha$. Hence
\begin{equation}
E_x-iE_z=-\frac{s_+}{\varepsilon_0\alpha}
=-\frac{P_xb-iP_za}{\varepsilon_0(a+b)} .
\end{equation}
The field is uniform, and each component is $E_i=-N_iP_i/\varepsilon_0$ with
\begin{equation}
N_t=\frac{b}{a+b}=\frac{t}{L+t},\qquad
N_n=\frac{a}{a+b}=\frac{L}{L+t}.
\end{equation}

The total polarization $P_i$ consists of the rigid part $P_{s,i}$ and the induced part $\varepsilon_0(\varepsilon_b-1)E_i$:
\begin{equation}
E_i=-\frac{N_i}{\varepsilon_0}\bigl[P_{s,i}+\varepsilon_0(\varepsilon_b-1)E_i\bigr]
\quad\Longrightarrow\quad
E_i=-\frac{N_iP_{s,i}}{\varepsilon_0[1+N_i(\varepsilon_b-1)]}.
\end{equation}
The work \eqref{eq:work} then gives $g_iP_{s,i}^2/(2\varepsilon_0)$ for each component, with $g_i=N_i/[1+N_i(\varepsilon_b-1)]$. The ratio of tilted to normal energy for one shape is
\begin{equation}
\frac{u(\theta)}{u(0)}=\cos^2\theta+\sin^2\theta\,\frac{g_t}{g_n}
\simeq\frac13+\frac23\,\frac{\varepsilon_bt}{L}
\qquad(L\gg\varepsilon_bt),
\label{eq:strip}
\end{equation}
since in that limit $g_n\to1/\varepsilon_b$ and $g_t\to t/L$. The width must be large compared with $\varepsilon_bt$, a stronger demand than $L\gg t$: the background weakens the normal field by $\varepsilon_b$ but, in a wide elliptical strip, hardly weakens the tangential one. The ellipse thins towards its edges. In a film of constant thickness the tangential charge is concentrated at the rim, so the excess is larger and falls more slowly, as $(\ln L)/L$; the limit of one third is the same.

Direct numerical integration of Coulomb's law over the boundary charge, with the tangential part kept and $\varepsilon_b=30$, gave ratios $0.35275$, $0.33533$ and $0.33353$ for $L/t=10^3$, $10^4$ and $10^5$. They agree with the full form of \eqref{eq:strip}, and the excess over one third falls as $1/L$.

\section{A hafnia-like film}

Take $t=10$ nm, $P_s=50\ \mu\mathrm{C/cm^2}=0.50\ \mathrm{C/m^2}$ and $\varepsilon_b=30$, rough values for the polar phase of hafnia. For the normal axis,
\begin{align}
|E_n|&=\frac{0.50}{(8.854\times10^{-12})(30)}\ \mathrm{V/m}
=18.8\ \mathrm{MV/cm},\\
u(0)&=\tfrac12(0.50)(1.882\times10^{9})\ \mathrm{J/m^3}
=471\ \mathrm{MJ/m^3}.
\end{align}
Multiplication by the thickness gives $18.8$ V across the film and $4.71\ \mathrm{J/m^2}$.

In the tilted film the face charge is $50/\sqrt3=28.9\ \mu\mathrm{C/cm^2}$. Field and voltage fall by the same factor, to $10.9$ MV/cm and $10.9$ V. The energy falls by three, to $157\ \mathrm{MJ/m^3}$ or $1.57\ \mathrm{J/m^2}$. The field component along the polar axis, which acts to reverse the polarization, also carries two cosines: it falls from $18.8$ to $6.3$ MV/cm.

In a cell of volume $0.1326\ \mathrm{nm^3}$ the energies are $0.389$ and $0.130$ eV, against $kT=0.026$ eV at 300 K. They are shares of a collective energy and not barriers for the reversal of one cell.

\subsection{Can such a film exist?}

A rough coercive field for hafnia films is 1 MV/cm and a rough breakdown field 5 MV/cm. The calculated fields are $3.8$ and $2.2$ times the breakdown field, and their polar-axis components are 19 and $6.3$ times the coercive field. The rigid, unscreened state is therefore a reference for comparing orientations, not a durable state of a film with these parameters. The tilt eases the problem without removing it. The linear background is also an extrapolation at such fields: in the normal-axis film it would carry an induced polarization of $(1-1/\varepsilon_b)P_s=48\ \mu\mathrm{C/cm^2}$, nearly as large as the rigid one.

The voltages also exceed a rough band gap of $E_g=5.5$ eV divided by the electron charge. Valence states near one face then lie above conduction states near the other, and electrons can lower their energy by crossing. In a field $F$ the path through the gap has length $\ell=E_g/(eF)$, which is $2.9$ nm for the normal axis and $5.1$ nm for the tilted one. Treating the gap as a triangular barrier for one band of mass $m$, the tunnelling exponent is
\begin{equation}
2\int_0^\ell\frac{\sqrt{2m(E_g-eFx)}}{\hbar}\,dx
=\frac{2\ell\sqrt{2mE_g}}{\hbar}\int_0^1\!\sqrt{1-s}\,ds
=\frac{4\ell\sqrt{2mE_g}}{3\hbar}.
\end{equation}
With $m$ equal to $0.2$ electron masses it is $20.9$ and $36.3$, so the probabilities per attempt are about $10^{-9}$ and $10^{-16}$. The one-band barrier overstates the decay near the valence edge, and the rough gap and mass stand in an exponent. These probabilities may therefore be wrong by many powers of ten, and they are not leakage rates. Defects, which they leave out, offer further paths.

\subsection{Screening in a real capacitor}

A memory capacitor has electrodes, and so breaks the assumption of no free charge. Suppose free charge cancels a fraction $f$ of the charge $\pm P_n$ that the rigid polarization puts on each face. The displacement inside the film equals the free charge per area in magnitude, so $D_n=fP_n$, and \eqref{eq:D} gives
\begin{equation}
E_n=-\frac{(1-f)P_n}{\varepsilon_0\varepsilon_b},\qquad
u_f=\tfrac12\varepsilon_0\varepsilon_bE_n^2=(1-f)^2u .
\end{equation}
This $u_f$ is the energy inside the film alone. In a short-circuited capacitor the screening is incomplete because the two interfaces have a finite series capacitance $C$ per area. The voltages across film and interfaces cancel, $(1-f)P_nt/(\varepsilon_0\varepsilon_b)=fP_n/C$, so $f=Ct/(Ct+\varepsilon_0\varepsilon_b)$, which does not depend on the tilt. The interfaces store $(fP_n)^2/(2C)=f(1-f)\,ut$ per area, and film and interfaces together hold $(1-f)u$ per volume of film. If $f$ is the same in both films, the ratio remains one third by either count while both energies shrink. If $f$ differs, the ratio can change greatly. Suppose each film is screened until the field along its polar axis equals the coercive field $E_c$. This takes $f=1-1/18.82=94.7\%$ for the normal axis and $1-1/6.27=84.1\%$ for the tilted one. The remaining normal field is $E_c/\cos\theta$, so the residual energy inside the film is proportional to $1/\cos^2\theta$, and there the tilted film has three times the energy of the other: about $4.0$ against $1.3\ \mathrm{MJ/m^3}$. If the two values of $f$ come from different interface capacitances in short circuit, the total is $(1-f)u=\tfrac12E_cP_s=25\ \mathrm{MJ/m^3}$ in both films, most of it in the interfaces, and the ratio is one. The factor one third belongs to equal screening, of which open circuit is the case $f=0$.

In a wide film the other departures are smaller. The polar cell is orthorhombic, not cubic. For edges $a_1,a_2,a_3$, with the polar axis along the third and the film face parallel to the (111) plane, that plane cuts the axes at those lengths, its normal is proportional to $(1/a_1,1/a_2,1/a_3)$, and
\begin{equation}
\cos^2\theta=\frac{a_3^{-2}}{a_1^{-2}+a_2^{-2}+a_3^{-2}} .
\end{equation}
Rough edges of $0.524$, $0.501$ and $0.505$ nm give $54.36^\circ$ and a ratio of $0.340$, $2\%$ above one third. An elliptical strip $10\ \mu$m wide gives $0.353$, which is $6\%$ above; at 1 mm the excess is below $0.1\%$. A film of constant thickness departs more, for the reason given above: a strip of rectangular section gives about $0.369$ at $10\ \mu$m, $11\%$ above one third, and is still $0.2\%$ above at 1 mm. With a rough pyroelectric coefficient of $50\ \mu\mathrm{C/(m^2\,K)}$, warming from 300 to 358 K lowers both energies by $1.2\%$ at fixed $\varepsilon_b$ and leaves their ratio unchanged. Among the cases tried here, with widths of $10\ \mu$m or more, unequal screening and an anisotropic background move the ratio most. In narrower films the side edges can matter more than the anisotropy tried here: for an elliptical strip $1\ \mu$m wide in open circuit, the full form of \eqref{eq:strip} gives $0.487$. The numerical output that follows lists the values for both orientations.

\section*{Computed results}
\begin{verbatim}
Ideal tilt angle: 54.7356 deg
Energy ratio at ideal angle, by minimization: 0.333333
cos^2 of 54.7 deg: 0.33392
Coulomb-integral energy ratio, width/thickness 1000: 0.35275
Coulomb-integral energy ratio, width/thickness 10000: 0.33533
Coulomb-integral energy ratio, width/thickness 100000: 0.33353
P_s: 50 uC/cm2; eps_b: 30; thickness: 10 nm
Rough coercive field: 1.0 MV/cm; breakdown field: 5.0 MV/cm
Rough band gap: 5.5 eV; tunnelling mass: 0.2 m_e
Rough cell edges: 0.524, 0.501, 0.505 nm; volume: 0.1326 nm3
[normal] bound face charge: 50.00 uC/cm2
[normal] depolarization field: 18.82 MV/cm
[normal] field along polar axis: 18.82 MV/cm
[normal] voltage across film: 18.82 V
[normal] energy density: 470.6 MJ/m3 = 470.6 mJ/mm3
[normal] energy per area: 4.706 J/m2
[normal] energy per cell: 0.389 eV
[normal] field / breakdown field: 3.76
[normal] polar-axis field / coercive field: 18.82
[normal] screening needed to reach coercive field: 94.7 %
[normal] tunnelling path: 2.92 nm; WKB exponent: 20.9; probability: 8.1e-10
[tilted] bound face charge: 28.87 uC/cm2
[tilted] depolarization field: 10.87 MV/cm
[tilted] field along polar axis: 6.27 MV/cm
[tilted] voltage across film: 10.87 V
[tilted] energy density: 156.9 MJ/m3 = 156.9 mJ/mm3
[tilted] energy per area: 1.569 J/m2
[tilted] energy per cell: 0.130 eV
[tilted] field / breakdown field: 2.17
[tilted] polar-axis field / coercive field: 6.27
[tilted] screening needed to reach coercive field: 84.1 %
[tilted] tunnelling path: 5.06 nm; WKB exponent: 36.3; probability: 1.8e-16
Energy ratio, eps_par 25, eps_perp 35: 0.2632
Energy ratio, eps_par 35, eps_perp 25: 0.4118
Energy ratio, elliptical strip 10 um wide: 0.35275
Energy ratio, elliptical strip 1000 um wide: 0.33353
Orthorhombic (111) tilt: 54.36 deg; energy ratio: 0.3396
Rough pyroelectric coefficient: 50 uC/(m2 K)
Energy change from 300 K to 358 K: -1.16 %
Thermal energy kT at 300 K: 0.0259 eV
\end{verbatim}
